# Why leakage through a small isolated pinhole scales with its radius: verification in Python

```python
"""Steady diffusion through one pinhole in a thin impermeable barrier.
Result under test: Q = 4 D a C, linear in the hole radius a.
Q: particles per time; D: diffusivity in the dielectric; C: concentration
held on the hole, on the dielectric side; L: depth of a perfect sink;
h: length of a hole filled with dielectric. Tests use a = D = C = 1.
The example is sodium in silica, with rough input values."""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import spsolve
from scipy.special import ellipkm1


def solve_leak(depth, pore=0.0, drift=0.0, growth=0.10):
    """Finite volumes in (r, z); returns total rate and number in transit.
    drift = force / kT along z. With c = w exp(drift*z), the total flux is
    -exp(drift*z) grad w, so w obeys a diffusion equation."""
    tiny = 5e-4

    def graded(end):
        count = int(np.log(end / tiny) / growth) + 2
        return np.geomspace(tiny, end, count)

    r_face = np.concatenate((1 - graded(1.0)[::-1], [1.0],
                             1 + graded(4 * depth)))
    z_face = np.concatenate(([0.0], graded(depth)))
    if pore > 0:
        z_face = np.concatenate((-graded(pore)[::-1], z_face))
    r_mid = (r_face[1:] + r_face[:-1]) / 2
    z_mid = (z_face[1:] + z_face[:-1]) / 2
    area = np.pi * np.diff(r_face**2)
    height = np.diff(z_face)

    def resistance(z1, z2):
        if drift == 0:
            return z2 - z1
        return (np.exp(-drift * z1) - np.exp(-drift * z2)) / drift

    is_open = (z_mid[:, None] > 0) | (r_mid[None, :] < 1)
    radial = (height * np.exp(drift * z_mid))[:, None] * (
        2 * np.pi * r_face[1:-1] / np.diff(r_mid))[None, :]
    radial = radial * (is_open[:, 1:] & is_open[:, :-1])
    vertical = area[None, :] / resistance(z_mid[:-1], z_mid[1:])[:, None]
    vertical = vertical * (is_open[1:] & is_open[:-1])
    source = area * (r_mid < 1) / resistance(z_face[0], z_mid[0])
    sink = area / resistance(z_mid[-1], z_face[-1])

    total = np.zeros(is_open.shape)
    total[:, 1:] += radial
    total[:, :-1] += radial
    total[1:] += vertical
    total[:-1] += vertical
    total[0] += source
    total[-1] += sink
    total[~is_open] = 1.0
    index = np.arange(total.size).reshape(total.shape)
    row = np.concatenate((index[:, 1:].ravel(), index[1:].ravel()))
    col = np.concatenate((index[:, :-1].ravel(), index[:-1].ravel()))
    link = np.concatenate((radial.ravel(), vertical.ravel()))
    links = coo_matrix((link, (row, col)), shape=(total.size, total.size))
    matrix = (diags(total.ravel()) - links - links.T).tocsc()
    right = np.zeros(total.shape)
    right[0] = source
    w = spsolve(matrix, right.ravel(), permc_spec="MMD_AT_PLUS_A")
    w = w.reshape(total.shape)
    rate = np.sum(source * (1 - w[0]))
    conc = w * np.exp(drift * z_mid)[:, None]
    number = np.sum(conc * height[:, None] * area[None, :])
    return rate, number


def wall_concentration(rho, flux_times_cos):
    """Sum point sources on a reflecting wall, ring by ring.
    Ring radius is sin(t); flux_times_cos(t) is flux density * cos(t)."""
    def ring(t):
        s = np.sin(t)
        complement = ((rho - s) / (rho + s))**2
        kernel = 4 * ellipkm1(complement) / (rho + s)
        return flux_times_cos(t) * s * kernel / (2 * np.pi)
    if rho < 1:
        split = np.arcsin(rho)
        return (quad(ring, 0, split, limit=200)[0]
                + quad(ring, split, np.pi / 2, limit=200)[0])
    return quad(ring, 0, np.pi / 2, limit=200)[0]


# Flux density (2/pi)/sqrt(1-rho^2): constant concentration on the hole
for rho in (0.1, 0.5, 0.9):
    value = wall_concentration(rho, lambda t: 2 / np.pi)
    assert abs(value - 1) < 1e-5
for rho in (1.2, 3.0, 10.0):
    value = wall_concentration(rho, lambda t: 2 / np.pi)
    assert abs(value - 2 / np.pi * np.arcsin(1 / rho)) < 1e-6

# Uniform flux of unit total: mean mouth concentration is a resistance
nodes, weights = np.polynomial.legendre.leggauss(24)
radii = (nodes + 1) / 2
uniform = [wall_concentration(x, lambda t: np.cos(t) / np.pi)
           for x in radii]
uniform_resistance = np.sum(weights * radii * np.array(uniform))
assert abs(uniform_resistance - 8 / (3 * np.pi**2)) < 1e-3

# The diffusion equation itself; 1% allows for the finite grid
half_space = solve_leak(500.0)[0]
assert abs(half_space / 4 - 1) < 0.01


def sink_factor(a_over_L):
    return 1 / (1 - 2 * np.log(2) / np.pi * a_over_L)


depth_five = solve_leak(5.0)[0]
assert abs(depth_five / (4 * sink_factor(0.2)) - 1) < 0.01

# Hole filled with dielectric, as long as its radius
pore_rate = solve_leak(500.0, pore=1.0)[0]
pore_low = 1 / (1 / np.pi + 8 / (3 * np.pi**2))
pore_high = 1 / (1 / np.pi + 1 / 4)
assert pore_low < pore_rate < pore_high

# Wide hole over a thin dielectric: the area law returns
wide_one = solve_leak(0.10)[0]
wide_two = solve_leak(0.05)[0]
wide_doubling = 2 * wide_two / wide_one
wide_area_ratio = wide_two / (np.pi / 0.05)
assert 3.7 < wide_doubling < 4.0
assert 1.0 < wide_area_ratio < 1.06

# Worked example: rough values for sodium in silica during an anneal
temperature = 673.0          # K
diffusivity = 3e-9           # cm2/s
mouth_conc = 1e14            # 1/cm3
radius_nm = 20.0
depth_nm = 500.0
barrier_nm = 2.0
neighbour_nm = 1000.0
anneal_s = 100.0
layer_density = 5.0          # sodium atoms per nm2 of residue
permittivity = 3.9           # relative, silica
a_cm = radius_nm * 1e-7
L_cm = depth_nm * 1e-7
rate = 4 * diffusivity * a_cm * mouth_conc
area_rule = np.pi * a_cm**2 * diffusivity * mouth_conc / L_cm
depth_ratio = depth_nm / radius_nm

no_bias, number_scaled = solve_leak(depth_ratio)
double_radius = solve_leak(depth_ratio / 2)[0]
thick_doubling = 2 * double_radius / no_bias
assert abs(number_scaled / (no_bias * depth_ratio**2 / 2) - 1) < 0.02
assert abs(no_bias / (4 * sink_factor(1 / depth_ratio)) - 1) < 0.01
assert 2.0 < thick_doubling < 2.1

thermal_volt = const.k * temperature / const.e
bias_change = {}
for volts in (0.1, 1.0):
    force = volts / thermal_volt / depth_ratio
    biased = solve_leak(depth_ratio, drift=force)[0]
    bias_change[volts] = biased / no_bias
refined = solve_leak(depth_ratio, drift=force, growth=0.07)[0]
assert abs(refined / biased - 1) < 0.01
assert bias_change[1.0] > bias_change[0.1] > 1

transit_s = L_cm**2 / (2 * diffusivity)
in_transit = rate * transit_s
used = rate * anneal_s / (layer_density * np.pi * radius_nm**2)
shadow = 2 / np.pi * np.arcsin(radius_nm / neighbour_nm)
filled = barrier_nm / (np.pi * radius_nm)
filled_high = 0.25 / (filled + 0.25)
filled_low = 0.25 / (filled + 8 / (3 * np.pi**2))
coulomb_nm = 1e9 * const.e**2 / (
    4 * np.pi * const.epsilon_0 * permittivity * const.k * temperature)
repulsion = in_transit * coulomb_nm / (depth_nm / 2)
image = coulomb_nm / (4 * radius_nm)

print(f"Grid result Q/(DaC), sink at 500 a: {half_space:.3f}")
print(f"Uniform-flux resistance times D a: {uniform_resistance:.4f}")
print(f"Sink at 5 a, Q/(DaC), grid: {depth_five:.3f}")
print(f"Sink at 5 a, Q/(DaC), formula: {4 * sink_factor(0.2):.3f}")
print(f"Pore h = a, Q/(DaC), grid: {pore_rate:.3f}")
print(f"Pore h = a, lower bound: {pore_low:.3f}")
print(f"Pore h = a, upper bound: {pore_high:.3f}")
print(f"Wide hole, a from 10 L to 20 L, rate grows: {wide_doubling:.2f} times")
print(f"Wide hole, a = 20 L, rate / area law: {wide_area_ratio:.3f}")
print(f"Temperature: {temperature:.0f} K")
print(f"Diffusivity (rough): {diffusivity:.1e} cm2/s")
print(f"Mouth concentration: {mouth_conc:.1e} cm^-3")
print(f"Hole radius: {radius_nm:.0f} nm")
print(f"Dielectric thickness: {depth_nm:.0f} nm")
print(f"Barrier thickness: {barrier_nm:.0f} nm")
print(f"Leak rate 4DaC: {rate:.2f} ions/s")
print(f"Same as a current: {rate * const.e * 1e18:.3f} aA")
print(f"4DaC at double radius: {2 * rate:.2f} ions/s")
print(f"Area rule pi a^2 D C/L: {area_rule:.4f} ions/s")
print(f"4DaC / area rule: {rate / area_rule:.1f}")
print(f"Grid: rate growth for double radius: {thick_doubling:.3f} times")
print(f"Finite thickness raises rate by: "
      f"{100 * (sink_factor(1 / depth_ratio) - 1):.2f} %")
print(f"Oxide-filled hole, rate / 4DaC, lower bound: {filled_low:.3f}")
print(f"Oxide-filled hole, rate / 4DaC, upper bound: {filled_high:.3f}")
print(f"Neighbour distance: {neighbour_nm:.0f} nm")
print(f"Concentration there / C, thick dielectric: {shadow:.4f}")
print(f"Mean transit time: {transit_s:.3f} s")
print(f"Mean number in transit: {in_transit:.2f} ions")
print(f"Anneal time: {anneal_s:.0f} s")
print(f"Ions leaked in anneal: {rate * anneal_s:.0f}")
print(f"Residue density (rough): {layer_density:.0f} atoms/nm2")
print(f"Share of residue on hole used: {100 * used:.1f} %")
print(f"Thermal voltage kT/e: {1000 * thermal_volt:.1f} mV")
print(f"Rate factor, 0.1 V driving ions in: {bias_change[0.1]:.3f}")
print(f"Rate factor, 1 V driving ions in: {bias_change[1.0]:.3f}")
print(f"Relative permittivity: {permittivity:.1f}")
print(f"Distance where ion repulsion is kT: {coulomb_nm:.2f} nm")
print(f"Ion repulsion scale at L/2: {repulsion:.3f} kT")
print(f"Image attraction at one radius: {image:.3f} kT")
print("PASS")
```

Output:

```
Grid result Q/(DaC), sink at 500 a: 3.998
Uniform-flux resistance times D a: 0.2702
Sink at 5 a, Q/(DaC), grid: 4.378
Sink at 5 a, Q/(DaC), formula: 4.387
Pore h = a, Q/(DaC), grid: 1.724
Pore h = a, lower bound: 1.699
Pore h = a, upper bound: 1.760
Wide hole, a from 10 L to 20 L, rate grows: 3.83 times
Wide hole, a = 20 L, rate / area law: 1.044
Temperature: 673 K
Diffusivity (rough): 3.0e-09 cm2/s
Mouth concentration: 1.0e+14 cm^-3
Hole radius: 20 nm
Dielectric thickness: 500 nm
Barrier thickness: 2 nm
Leak rate 4DaC: 2.40 ions/s
Same as a current: 0.385 aA
4DaC at double radius: 4.80 ions/s
Area rule pi a^2 D C/L: 0.0754 ions/s
4DaC / area rule: 31.8
Grid: rate growth for double radius: 2.037 times
Finite thickness raises rate by: 1.80 %
Oxide-filled hole, rate / 4DaC, lower bound: 0.828
Oxide-filled hole, rate / 4DaC, upper bound: 0.887
Neighbour distance: 1000 nm
Concentration there / C, thick dielectric: 0.0127
Mean transit time: 0.417 s
Mean number in transit: 1.00 ions
Anneal time: 100 s
Ions leaked in anneal: 240
Residue density (rough): 5 atoms/nm2
Share of residue on hole used: 3.8 %
Thermal voltage kT/e: 58.0 mV
Rate factor, 0.1 V driving ions in: 1.077
Rate factor, 1 V driving ions in: 1.610
Relative permittivity: 3.9
Distance where ion repulsion is kT: 6.37 nm
Ion repulsion scale at L/2: 0.025 kT
Image attraction at one radius: 0.080 kT
PASS
```
